# Why small spin contamination does not certify the contact coupling

## Question

I want the isotropic hyperfine coupling of the nitrogen atom in its quartet ground state, $1s^22s^22p^3$. My unrestricted Hartree–Fock (UHF) determinant has $\langle S^2\rangle=3.7579$, where a pure quartet has $3.75$. The deviation is 0.2 % of $S(S+1)$.

I took this to mean that the spin density is good to a similar level, including its value at the nucleus. A coupled-cluster calculation in the same basis disagrees badly with the UHF contact density. How can the wave function be almost a pure quartet and the contact coupling be so uncertain? Does $\langle S^2\rangle$ weight the valence electrons more than the core?

## Answer

The inference fails because the two quantities depend differently on the same spin polarization. The contamination is quadratic in its amplitude. The contact density is linear in it and is multiplied by orbital values at the nucleus. The operator $S^2$ has no valence weighting of its own; the valence shell dominates the contamination because its amplitudes are larger.

### What the contamination measures

Take a determinant with $N_a$ alpha orbitals $a_i$ and $N_b\le N_a$ beta orbitals $b_j$, all real, and $S=M=(N_a-N_b)/2$. Spins are in units of $\hbar$. From $S^2=S_z^2+S_z+S_-S_+$,

$$\Delta\equiv\langle S^2\rangle-S(S+1)=\|S_+\Phi\|^2 .$$

The operator $S_+$ turns each beta electron in turn into an alpha electron with the same spatial orbital $b_j$. The part of $b_j$ inside the occupied alpha space vanishes by the Pauli principle, so $(1-P_a)b_j$ survives, where $P_a$ projects on that space. Terms with different $j$ are orthogonal because they lack different beta orbitals. Hence

$$\Delta=\sum_j\|(1-P_a)b_j\|^2=N_b-\sum_{ij}|\langle a_i|b_j\rangle|^2 .$$

Every shell enters with the same weight, and no position in space is singled out.

### The same angles in the contact density

Rotations among occupied orbitals of one spin change the determinant by at most a sign. A singular value decomposition of the overlap matrix therefore lets us choose pairs with $\langle a_i|b_j\rangle=\delta_{ij}\cos\theta_i$, plus $N_a-N_b$ unpaired alpha orbitals $w$. Then

$$\Delta=\sum_i(1-\cos^2\theta_i)=\sum_i\sin^2\theta_i .$$

Since $\|a\pm b\|^2=2\pm2\cos\theta$, which is $4\cos^2(\theta/2)$ or $4\sin^2(\theta/2)$, each pair can be written with normalized functions $g$ and $u$:

$$a=\cos\tfrac\theta2\,g+\sin\tfrac\theta2\,u,\qquad b=\cos\tfrac\theta2\,g-\sin\tfrac\theta2\,u .$$

They are orthogonal because $\langle a+b|a-b\rangle=1-1=0$. In $a^2-b^2$ the squares cancel and the cross terms add to $4\cos\frac\theta2\sin\frac\theta2\,gu=2\sin\theta\,gu$. The alpha minus beta density at the nucleus is thus

$$\rho_s(0)=\sum_w w(0)^2+2\sum_i\sin\theta_i\,g_i(0)u_i(0).$$

This holds for any such determinant, without perturbation theory. If small angles are halved with $g$ and $u$ fixed, $\Delta$ falls to a quarter and the pair part of $\rho_s(0)$ to a half.

The Cauchy–Schwarz inequality does give a limit on the pair part,

$$|\rho_{\rm pair}|\le2\sqrt\Delta\,\Big[\sum_i g_i(0)^2u_i(0)^2\Big]^{1/2},$$

but it contains the nuclear values, which $\Delta$ does not know. Normalization does not limit them either: the normalized Gaussian $(2\alpha/\pi)^{3/4}e^{-\alpha r^2}$ has an arbitrarily large value at the origin as $\alpha$ grows. For nitrogen, the products $g_iu_i$ are $9.950\times(-6.363)=-63.3$ and $1.858\times1.706=3.17$ $a_0^{-3}$. The right-hand side is $2\times0.0886\times63.4=11.2\ a_0^{-3}$, sixty times the UHF value of $0.187\ a_0^{-3}$. As a certificate it is useless.

The limit $\Delta=0$ is instructive. All $\theta_i$ vanish and only $\sum_w w(0)^2$ remains. In nitrogen the unpaired orbitals are $2p$ functions with a node at the nucleus, so a restricted determinant has a perfect $\langle S^2\rangle$ and no contact coupling at all.

### Which shell contributes to what

In nitrogen both beta electrons and two alpha electrons are in s orbitals. Let the s-block Fock operators be $\bar F\pm D/2$ for alpha and beta, with $D=F_a-F_b$ taken from converged UHF. Let $\phi_c$ and $\phi_v$ be occupied and empty eigenfunctions of $\bar F$ with energies $e_c$ and $e_v$. First-order perturbation theory mixes $\phi_v$ into $\phi_c$ with amplitudes

$$t^a_{vc}=-\frac{D_{vc}/2}{e_v-e_c},\qquad t^b_{vc}=+\frac{D_{vc}/2}{e_v-e_c}.$$

Mixing between $1s$ and $2s$ changes neither occupied space and drops out of the totals. With $d_{vc}=t^a_{vc}-t^b_{vc}=-D_{vc}/(e_v-e_c)$, the part of $b_c$ outside the alpha space is $-\sum_v d_{vc}\phi_v$, and the density difference is $2\sum_v d_{vc}\phi_c\phi_v$. To leading order,

$$\Delta\simeq\sum_{vc}d_{vc}^2,\qquad \rho_s(0)\simeq2\sum_{vc}d_{vc}\,\phi_c(0)\phi_v(0).$$

Reversing $D$ exchanges the alpha and beta s spaces, which leaves $\Delta$ unchanged and reverses $\rho_s(0)$. The first corrections are therefore smaller by two powers of the field. Indeed, scaling $D$ by 0.1 gives $\Delta=7.60\times10^{-5}$ and $\rho_s(0)=0.0181\ a_0^{-3}$; the full field gives $7.86\times10^{-3}$ and $0.187\ a_0^{-3}$, close to factors of 100 and 10.

The first-order sums divide as follows:

| Shell | Part of $\Delta$ | Part of $\rho_s(0)$ in $a_0^{-3}$ |
|---|---:|---:|
| $1s$ | $1.63\times10^{-5}$ | $-0.464$ |
| $2s$ | $7.59\times10^{-3}$ | $+0.645$ |

The $1s$ shell supplies 0.2 % of the contamination, yet its contact part is 72 % as large as that of $2s$ and has the opposite sign.

The factors can be traced. The total amplitudes are $\sqrt{1.63\times10^{-5}}=0.00404$ and $\sqrt{7.585\times10^{-3}}=0.0871$, a ratio of 1 to 21.6. Per unit amplitude, the contact parts are $0.464/0.00404=115$ and $0.645/0.0871=7.4\ a_0^{-3}$, so the core is favoured by 15.5. Of this, $\sqrt{97.76/4.73}=4.5$ comes from the larger value of $\phi_{1s}(0)$. The remaining 3.4 comes from the admixed virtual function, which is larger at the nucleus for $1s$. Part of the reason for the small core amplitude is the denominator: for the same $\phi_v$ it is larger by $15.6255-0.9417=14.68$ hartree. The numerators differ too, and I have not separated the two effects.

This shell division refers to eigenfunctions of $\bar F$. The paired orbitals mix $1s$ and $2s$ and divide the contact density differently. At full field their parts are $-0.375$ and $+0.561\ a_0^{-3}$, which add to the UHF value of $0.187\ a_0^{-3}$ rather than to the first-order sum of $0.181\ a_0^{-3}$.

A direct check is to remove the coupling of $1s$ to the other s orbitals in $D$, keeping the rest of the field fixed. The contamination changes by $-0.25\ \%$. The contact density rises from $0.187$ to $0.653\ a_0^{-3}$, by 249 %. Two determinants with nearly equal $\langle S^2\rangle$ thus differ by a factor of 3.5 at the nucleus.

### Removing the contaminant is not a small correction

One might still expect that projecting out a tiny wrong-spin component makes a tiny change. Consider one excitation $c\to v$ from a restricted reference $\Phi_0$, with $X_\alpha$ and $X_\beta$ the determinants in which the alpha or beta electron is promoted. The first-order function is

$$t^aX_\alpha+t^bX_\beta=\frac{t^a+t^b}{2}(X_\alpha+X_\beta)+\frac d{\sqrt2}\,T_0,\qquad T_0=\frac{X_\alpha-X_\beta}{\sqrt2}.$$

The first term has spin $S$. In $T_0$ the pair $cv$ is a triplet with zero projection beside the open shell, $T_0=|1,0\rangle|S,S\rangle$. To find its total spin, lower the state $|1,1\rangle|S,S\rangle$ of spin $S+1$ once. The result is $\sqrt2\,|1,0\rangle|S,S\rangle+\sqrt{2S}\,|1,1\rangle|S,S-1\rangle$. After normalization, the states with spins $S+1$ and $S$ are

$$Q=\frac{T_0+\sqrt S\,T_1}{\sqrt{S+1}},\qquad R=\frac{\sqrt S\,T_0-T_1}{\sqrt{S+1}},\qquad T_1=|1,1\rangle|S,S-1\rangle .$$

The wrong-spin weight is $(d^2/2)/(S+1)$. Summed over excitations it is $\Delta/[2(S+1)]$, here $0.00786/5=0.00157$, which agrees with the exactly projected determinant.

Projection on spin $S$ replaces $T_0$ by

$$R\,\langle R|T_0\rangle=\frac{S}{S+1}T_0-\frac{\sqrt S}{S+1}T_1 .$$

The first-order contact density comes from the cross term between $\Phi_0$ and the excited part. $T_1$ differs from $\Phi_0$ in two spin orbitals, so a one-electron operator cannot connect them. Only the first term counts, and

$$\rho_{\rm pair}\;\longrightarrow\;\frac{S}{S+1}\,\rho_{\rm pair}\qquad\text{(leading order)}.$$

The factor is $1/3$ for a doublet and $3/5$ for a quartet, and it does not approach 1 as $\Delta\to0$. A contaminant of amplitude $d$ has weight of order $d^2$, but its interference with the reference is of order $d$, as is the entire polarization density. With the field scaled to 0.02, exact projection gives 0.334, 0.501 and 0.601 for one, two and three open p orbitals.

At full field the nitrogen value falls from $0.1869$ to $0.1188\ a_0^{-3}$, a ratio of 0.636. The excess over 0.6 is mostly the second-order spin density of $T_1$, whose pair has parallel spins and contributes

$$\frac{S}{2(S+1)^2}\sum_i\sin^2\theta_i\,[g_i(0)^2+u_i(0)^2].$$

The prefactor is 0.12 and the sum is $0.051\ a_0^{-3}$, so the term is $0.0061\ a_0^{-3}$, against an actual excess of $0.1188-0.6\times0.1869=0.0067\ a_0^{-3}$.

If an open orbital has s character, $\rho_s(0)$ also contains $w(0)^2$. The first-order change on projection is still $-\rho_{\rm pair}/(S+1)$, but it is now measured against a total that includes $w(0)^2$, so its relative effect is reduced. It need not be negligible: in the lithium atom, with $\Delta=1.6\times10^{-5}$, $w(0)^2=0.167$ and $\rho_{\rm pair}=0.057\ a_0^{-3}$, projection lowers $\rho_s(0)$ by $0.038\ a_0^{-3}$, or 17 %. Nitrogen has no such term, so it is fully exposed.

### What the correlated calculation adds

In Gaussian units the contact Hamiltonian is $\frac{8\pi}{3}g_e\mu_B\,g_N\mu_N\sum_i\delta(\mathbf r_i)\,\mathbf s_i\cdot\mathbf I$, and within one spin multiplet it acts as $A\,\mathbf I\cdot\mathbf S$. The operator $\sum_i s_{z,i}\,\delta(\mathbf r_i)$ has expectation value $\rho_s(0)/2$ in the state $M=S$; equating the coefficients of $I_z$ in the two forms, $\frac{8\pi}{3}g_e\mu_B\,g_N\mu_N\,\rho_s(0)/2=A\,S$, gives

$$A=\frac{8\pi}{3}\,g_e\mu_B\,g_N\mu_N\,\frac{\rho_s(0)}{2S}.$$

Here $g_e$ is taken positive, and $g_N$ is the nuclear $g$ factor. For a UHF determinant, which is not a spin eigenfunction, this is a convention. With $2S=3$, a density of $1\ a_0^{-3}$ corresponds to $A/(hg_N)=266.7$ MHz.

| Level | $\rho_s(0)$ in $a_0^{-3}$ | $A/(hg_N)$ in MHz |
|---|---:|---:|
| UHF | 0.187 | 49.9 |
| Projected UHF | 0.119 | 31.7 |
| UCCSD | 0.074 | 19.7 |

UHF lies above unrestricted coupled cluster with singles and doubles (UCCSD) by a factor of 2.5. The projected value has the right spin and is still 61 % above UCCSD. Projection without reoptimizing the orbitals repairs the spin symmetry; it does not supply the missing correlation.

The cancellation between shells makes the total sensitive. A 5 % error in the first-order $2s$ part alone is $0.05\times0.645=0.032\ a_0^{-3}$, or 18 % of the first-order total of $0.181\ a_0^{-3}$.

UCCSD includes electron correlation that the projected determinant lacks, but it is not the exact answer, and its contact density need not lie closer to experiment than the projected one. It omits connected triple and higher excitations, the basis stops at d functions, the density is evaluated without orbital relaxation, and relativity and nuclear size are left out. Denser s and p sets change the UHF contact density by 0.1 to 0.2 %, $\Delta$ by 0.5 % (to $7.90\times10^{-3}$) and the shell and pair contact parts by up to $0.001\ a_0^{-3}$, so the last digit of these numbers depends on the basis. A denser s set moves the UCCSD value from $0.0737$ to $0.0732\ a_0^{-3}$. Its dependence on more d functions and on f functions is not tested here, so the factor 2.5 and the 61 % hold for this basis only. For scale, the literature coupling of $^{14}$N, about 10.45 MHz, corresponds to $A/(hg_N)\approx25.9$ MHz or $0.097\ a_0^{-3}$: the projected value lies about 22 % above it, this UCCSD value about 24 % below it, and UHF above it by a factor of 1.9.

A large $\Delta$ is a reason for concern about a determinant. A small one tells you that its wrong-spin weight is small. For the contact coupling, check separately the steep s functions, the polarization of the core, and the change from one correlated level to the next. The numerical output below gives the nitrogen values for the main basis and the UHF contact density in one further basis.

## Computed values

```
basis functions: 55
UHF energy: -54.40254 hartree
UHF <S^2>: 3.757856   S(S+1): 3.75
contamination Delta: 0.007856
Delta / S(S+1): 0.210 %
UHF contact density: 0.1869 a0^-3
UHF contact density, second basis: 0.1867 a0^-3
pair 1: sin(theta) 0.002958, g(0) 9.9504, u(0) -6.3626 a0^-3/2
pair 1: contact part -0.3745 a0^-3
pair 2: sin(theta) 0.088587, g(0) 1.8576, u(0) 1.7059 a0^-3/2
pair 2: contact part 0.5614 a0^-3
1s: mean-field orbital energy -15.6255 hartree, density at nucleus 97.758 a0^-3
1s: first-order Delta 1.630e-05, contact -0.4644 a0^-3
2s: mean-field orbital energy -0.9417 hartree, density at nucleus 4.729 a0^-3
2s: first-order Delta 7.585e-03, contact 0.6453 a0^-3
first-order sums: Delta 0.007601, contact 0.1809 a0^-3
1s share of Delta: 0.214 %
1s share of summed |contact| parts: 41.8 %
field scale 0.05: Delta 1.900e-05, contact 0.00905 a0^-3
field scale 0.10: Delta 7.604e-05, contact 0.01810 a0^-3
field scale 0.25: Delta 4.760e-04, contact 0.04533 a0^-3
field scale 0.50: Delta 1.916e-03, contact 0.09121 a0^-3
field scale 1.00: Delta 7.856e-03, contact 0.18691 a0^-3
fitted powers: Delta 2.0004, contact 1.0004
1s polarization off: Delta 0.007837, contact 0.6527 a0^-3
relative changes: Delta -0.25 %, contact 249.2 %
weight of wrong spin in UHF: 0.001571
Delta/[2(S+1)]: 0.001571
projected contact density: 0.1188 a0^-3
projected / UHF, full field: 0.6357
projected / UHF, field scale 0.02, 1 open: 0.3339   S/(S+1): 0.3333
projected / UHF, field scale 0.02, 2 open: 0.5007   S/(S+1): 0.5000
projected / UHF, field scale 0.02, 3 open: 0.6007   S/(S+1): 0.6000
UCCSD correlation energy: -0.15781 hartree
UCCSD contact density: 0.0737 a0^-3
UCCSD contact density, finite field: 0.0737 a0^-3
UHF / UCCSD contact: 2.538
projected / UCCSD contact: 1.613
A/(h g_N) per unit contact density: 266.746 MHz a0^3
A/(h g_N), UHF: 49.86 MHz
A/(h g_N), projected: 31.70 MHz
A/(h g_N), UCCSD: 19.65 MHz
```
